# Size Dependence of Truncated VCI and Additivity of Vibrational Coupled Cluster, part 2

We compare truncated VCI with vibrational coupled cluster (VCC) for $N$ identical noninteracting fragments, $H=\sum_AH_A$. A fragment is a pair of modes unless stated otherwise, and each mode belongs to one fragment. Algebra is in atomic units, energies are in eV, and the coordinates $q_m$ are dimensionless. Additive means $E(N)=N\,E(1)$; size-intensive means independent of $N$.

$\Phi_0$ is the VSCF product of modals. The commuting $\tau_\mu$ excite it, and $T=\sum_\mu t_\mu\tau_\mu$, with $T_A$ its part on fragment $A$. At level $[n]$ at most $n$ modes are excited. VCC[n] uses $e^T\Phi_0$ and $\bar H=e^{-T}He^{T}$; its Jacobian eigenvalues are excitation energies. It has an additive solution, exact for pairs at $n=2$.

For one pair, $|0\rangle$ is the reference, $e_0$ its energy, $E_1$ the exact ground energy and $x_1=e_0-E_1$. In the space orthogonal to $|0\rangle$, $H_A-e_0$ has eigenpairs $\Delta_k,|k\rangle$, with $\Delta_1$ lowest. Also $v_k=\langle k|H_A|0\rangle$, $\sigma^2=\sum_kv_k^2$, $\bar\Delta=\sum_kv_k^2\Delta_k/\sigma^2$, $g(x)=\sum_kv_k^2/(\Delta_k+x)$ and $S=-g'(x_1)$. The weight of $\Phi_0$ in the exact state is $(1+S)^{-N}$.

VCI[2] recovers $x_N=Ne_0-E_{\rm VCI[2]}(N)$, given by the secular equation
$$x_N=N\,g(x_N).$$
$C_0$ is its ground-state coefficient of $\Phi_0$. For small $N$,
$$Nx_1-x_N\approx\frac{N(N-1)\,S\,x_1}{1+NS},$$
an overestimate because $g$ is convex. For large $N$, $x_N\approx\sigma\sqrt N-\tfrac12\bar\Delta$; always $x_N\le\sigma\sqrt N$. For fixed $n$, $Ne_0-E_{\rm VCI[n]}\le2\sigma\sqrt{nN}$.

When $|1\rangle$ is odd in $q_2$ and $H_A$ even, the fundamental, with pair $A$ in $|1_A\rangle$, is
$$\omega_{\rm VCI[2]}(N)=\Delta_1+x_N=\omega_{\rm exact}+x_N-x_1 .$$
VCI[2] omits the spectator correlations $s_Ad_B$ and $d_Ad_B$ ($s$ single, $d$ double).

In the two-level model each pair has one excited configuration, a double, with gap $\Delta=0.7$ eV and coupling $V=0.025$ eV. With at most $k$ excited pairs, the recovered energy tends to $|V|\sqrt N$ times the largest zero of ${\rm He}_{k+1}$.

### In what sense the exponential is unique

Take $f(T)=\sum_kf_kT^k$ with $f_0=1$, $T=\sum_AT_A$, and demand $f(T)\Phi_0=\prod_Af(T_A)\Phi_0$. Necessity follows from fragments with $T_A^2=0$. In the expansion of $T^k$ only products of $k$ distinct $T_A$ survive, each in $k!$ orders, so $T^k=k!\,e_k$, where $e_k$ is the elementary symmetric polynomial in the $T_A$. The right side is $\prod_A(1+f_1T_A)=\sum_kf_1^ke_k$. The vectors $e_k\Phi_0$ belong to different excitation levels and are independent for $k\le N$, so $f_kk!=f_1^k$. For $f_1=0$ this leaves only the trivial $f=1$, which is the reference itself. Otherwise, absorbing $f_1$ into $T$ and letting $N$ be arbitrary gives $f=\exp$.

The two-level model shows which term does the work in the energy. Let $T=t\sum_A\tau_A$, $f=1+T+f_2T^2+\dots$, $e_0=0$, and project $(H-E)f(T)\Phi_0$ on $\Phi_0$ and on each $|A\rangle=\tau_A\Phi_0$. For $f=\exp$ this agrees with the $\bar H$ form, because $\langle A|e^{-T}=\langle A|-t\langle\Phi_0|$. The components of $f(T)\Phi_0$ are $1$, $t$ on $|A\rangle$, and $2f_2t^2$ on $|AB\rangle$. The first projection gives $E=NVt$. The state $|A\rangle$ couples to $\Phi_0$, to itself and to the $N-1$ states $|AB\rangle$, so $V+\Delta t+(N-1)V\,2f_2t^2=Et$, that is
$$V+\Delta t-\gamma Vt^2=0,\qquad\gamma=N-2f_2(N-1).$$
The root that tends to $-V/\Delta$ as $V\to0$ gives
$$E=\frac{N}{2\gamma}\Big(\Delta-\sqrt{\Delta^2+4\gamma V^2}\Big)\approx-\frac{NV^2}{\Delta}+\frac{N\gamma V^4}{\Delta^3}.$$
VCI has $f_2=0$ and $\gamma=N$. Only $f_2=\tfrac12$ gives $\gamma=1$ for all $N$: the disconnected products $\tfrac12T^2$ cancel the $N-1$ spectator contributions to $Et$. Higher $f_k$ do not reach this projection, so energy additivity in this model fixes $f_2$ alone. For $N=4$, $\gamma-1=3(1-2f_2)$, and $E(4)-4E(1)\approx12(1-2f_2)V^4/\Delta^3$. With the values above, $12\times0.025^4/0.7^3=1.37\times10^{-5}$ eV for $f_2=0$; explicit solution gives $1.349\times10^{-5}$ eV, then $6.77\times10^{-6}$ eV for $f_2=0.25$ and zero to rounding for $f_2=0.5$.

Setting $\gamma=0$ by hand gives linearized coupled cluster. In the pair system this removes $x$ from the denominators, $E-Ne_0=-Ng(0)$, which is additive. It also removes the pair's own shift, and so overshoots by $g(0)-g(x_1)\approx Sx_1$ per pair. VMP2 is additive because only intra-pair doubles have $\langle\mu|H|\Phi_0\rangle\ne0$ and its denominators are differences of modal energies of that pair.

### Worked example

The pair is a stretch–bend model with round parameters,
$$H_A=\sum_{m=1,2}\tfrac12\omega_m(p_m^2+q_m^2)+k_{111}q_1^3+k_{122}q_1q_2^2+k_{1111}q_1^4+k_{2222}q_2^4,$$
with $\omega_1=0.40$, $\omega_2=0.15$, $k_{111}=-0.02$, $k_{122}=0.05$, $k_{1111}=0.002$, $k_{2222}=0.005$ eV and 5 modals per mode, expanded in 30 oscillator functions. Extra digits are kept only where a small difference is formed. One pair has $e_0=0.2795888$ eV and $E_1=0.2788920$ eV, so $x_1=6.968\times10^{-4}$ eV. Also $S=1.0055\times10^{-3}$ ($1/S\approx994$ pairs), $\sigma=0.022453$ eV, $\bar\Delta=0.7456$ eV and $\Delta_1=0.159311$ eV. The bend fundamental is $\Delta_1+x_1=0.159311+0.000697=0.160008$ eV, or 1290.5 cm$^{-1}$ (1290.2 cm$^{-1}$ with 10 modals per mode; the $N=30$ errors quoted below change by less than 0.1 cm$^{-1}$).

The secular equation and the fundamental formula are tested against explicit VCI[2] diagonalization for $N=1,2,3,6$ to $10^{-10}$ eV; the numerical check that follows lists the values. For $N=6$ (1105 configurations), $Sx_1=7.007\times10^{-7}$ eV and the small-$N$ formula gives $30\times7.007\times10^{-7}/1.00603=2.090\times10^{-5}$ eV, against $2.078\times10^{-5}$ eV from diagonalization: 0.5% too high relative to the latter, with the sign that convexity requires. Larger $N$ comes from the secular equation. Errors are VCI[2] minus exact.

| $N$ | $x_N/Nx_1$ | zero-point error/eV | bend error/eV | $(1+S)^{-N}$ |
|---|---|---|---|---|
| 2 | 0.9990 | $1.40\times10^{-6}$ | $6.95\times10^{-4}$ | 0.998 |
| 10 | 0.9911 | $6.18\times10^{-5}$ | $6.21\times10^{-3}$ | 0.990 |
| 30 | 0.9725 | $5.75\times10^{-4}$ | $1.96\times10^{-2}$ | 0.970 |
| 100 | 0.917 | $5.79\times10^{-3}$ | $6.32\times10^{-2}$ | 0.904 |
| 1000 | 0.621 | 0.264 | 0.432 | 0.366 |
| $10^4$ | 0.273 | 5.06 | 1.91 | $4.3\times10^{-5}$ |
| $10^5$ | 0.097 | 62.9 | 6.74 | $2.2\times10^{-44}$ |

At $N=30$ (60 modes), $x_{30}=0.0203302$ eV and $30x_1=0.0209050$ eV. The zero-point error is the difference, $5.75\times10^{-4}$ eV or 4.6 cm$^{-1}$, which is 2.75% of the exact correlation energy. The bend appears at $\Delta_1+x_{30}=0.159311+0.020330=0.179641$ eV, or 1448.9 cm$^{-1}$, too high by $0.0196$ eV or 158 cm$^{-1}$, which is 12% of the exact fundamental. The reference weight is still 0.970 and gives little warning. At $N=10^5$, $\sigma\sqrt N-\bar\Delta/2=7.1004-0.3728=6.7276$ eV against $x_N=6.738$ eV. In this model the $\sqrt N$ regime begins only beyond about a thousand pairs; well below that, for $NS\ll1$, the loss shows as the quadratic zero-point error and the linear drift of the fundamental, with a gradual crossover between.

VCC[2], started from random amplitudes that include cross-pair ones, converges to $E/N=0.2788920$ eV for $N=1,2,3$. The tests require agreement with $NE_1$ to $10^{-10}$ eV, cross amplitudes below $10^{-10}$, and, for $N=3$, unit overlap with the full VCI state. For $N=2$ each exact pair excitation energy occurs at least twice in the Jacobian, the lowest at 0.160008 eV. Linearized coupled cluster gives $-6.975\times10^{-4}$ eV per pair, beyond $-x_1$ by $7.0\times10^{-7}$ eV as $Sx_1$ predicts, and VMP2 gives $-6.803\times10^{-4}$ eV per pair.

VCI[4] for $N=3$ lies $2.1\times10^{-9}$ eV above full VCI. Missing weight times gap for three simultaneous doubles, with the gap averaged over the weights $v_k^2/(\Delta_k+x_1)^2$, which is $x_1/S=0.693$ eV per pair, gives $S^3\times3x_1/S=2.1\times10^{-9}$ eV, of the same size; that attribution is a conjecture, the program asserting only that the error is nonzero.

To separate additivity from exactness, a third mode is added ($\omega_3=0.25$, $k_{133}=0.03$, $k_{123}=0.02$, $k_{3333}=0.003$ eV, 4 modals). VCC[2] for one such fragment is $6.0\times10^{-5}$ eV above full VCI, yet $E(2)-2E(1)$ vanishes within the $10^{-10}$ eV tolerance, while VCI[2] gives $2.3\times10^{-6}$ eV.

### Where additivity fails: delocalized coordinates

The proof needs each mode to belong to one fragment. Identical replicas have degenerate frequencies, so $Q_{m\pm}=(q_{mA}\pm q_{mB})/\sqrt2$ leave the harmonic part unchanged and are equally valid normal coordinates. Write $a,b=Q_{1\pm}$ and $c,d=Q_{2\pm}$. Then
$$q_{1A}q_{2A}^2+q_{1B}q_{2B}^2=\frac{(a+b)(c+d)^2+(a-b)(c-d)^2}{2\sqrt2}=\frac{a(c^2+d^2)+2bcd}{\sqrt2},$$
because $(c+d)^2+(c-d)^2=2(c^2+d^2)$ multiplies $a$ and $(c+d)^2-(c-d)^2=4cd$ multiplies $b$. A three-mode coupling $\sqrt2k_{122}\,bcd$ appears. A product of functions of $a,b,c,d$ is in general not a product over fragments (Gaussians of equal width in $Q_{m+}$ and $Q_{m-}$ are an exception), and "two modes excited" now names a different manifold. For two pairs, VSCF lies $4.0\times10^{-4}$ eV above $2e_0$ and VCC[2] lies $7.1\times10^{-4}$ eV above $2E_1$, about half of $2x_1=1.39\times10^{-3}$ eV. Full VCI differs from $2E_1$ by $-2.8\times10^{-7}$ eV; it is invariant in a complete basis, and the two finite modal bases differ. The harmonic second-order estimate for the omitted triple has matrix element $\sqrt2\times0.05\times2^{-3/2}=0.025$ eV and gap $0.40+2\times0.15=0.70$ eV, giving $0.025^2/0.70=8.9\times10^{-4}$ eV. That this term is the main source of the VCC[2] error is a conjecture supported by its size.

### What to do

In VCI on a ground-state reference, correlating the spectators of an excited pair takes one more excitation level than in the ground state for the singly excited part of $|1_A\rangle$, and two more for its double part. In the model the VCI[2] error of the bend fundamental is $x_N-x_1$, close to the correlation energy $(N-1)x_N/N$ recovered for all other pairs, so the VCI[2] zero-point correlation energy itself is the scale to compare with the target accuracy. VCI[3] contains $s_Ad_B$ but not $d_Ad_B$; its error for the fundamental is neither derived nor tested here, and the bound for fixed $n$ above concerns the ground-state energy only. An excitation level found sufficient for a small molecule need not carry over to a large one.

For the ground state, the VCI[2] vector has $C_0^{-2}=1+N\sum_kv_k^2/(\Delta_k+x_N)^2\approx1+NS$ for $NS\ll1$. The Davidson-type estimate $x_N(1-C_0^2)\approx N^2Sx_1/(1+NS)$ then stands to the derived error in the ratio $N/(N-1)$ at leading order. Corrections of relative order $NS$ can outweigh this small excess, so the estimate may also fall below the error. For several fragments with $NS\ll1$ it serves as a diagnostic of the zero-point error. At large $N$ it falls far short, because it cannot exceed $x_N\le\sigma\sqrt N$ while the error grows as $N$. It says nothing about fundamentals.

VCC[n] with response theory keeps the intra-fragment error at its fragment value, with the same set of excitations as VCI[n]. The level $n$ must still be converged within a fragment. In the three-mode case VCC[2] errs by $6.0\times10^{-5}$ eV, and the harmonic second-order estimate for the omitted triple, $(0.02\times2^{-3/2})^2/0.80\approx6\times10^{-5}$ eV, suggests, without a test, that $k_{123}$ is the source. States with quanta on several fragments need their own convergence check. For weakly coupled identical units, localized coordinates are the ones closest to the conditions of the proof, which is exact only at zero interaction. A direct test of a program and a coordinate choice is to compute several noninteracting copies and compare the energy per copy and the fundamentals with those of one. A mismatch beyond the basis-set error shows that additivity or size-intensivity is lost. Agreement for two copies alone does not prove the opposite: for two pairs VCI[4] is full VCI and passes, yet for three pairs it is no longer exact.

## Values computed for the example and the checks

```
model/eV: w1 w2 = 0.4 0.15 ; k111 k122 k1111 k2222 = -0.02 0.05 0.002 0.005
modals per mode 5, primitive basis 30
pair e0(VSCF) = 0.279588818 eV, E1(full VCI) = 0.278891983 eV
pair x1 = 6.968349e-04 eV = 5.620 cm-1
S = 1.005544e-03, crossover 1/S = 994.5 pairs
sigma = 0.022453 eV, Dbar = 0.745595 eV, D_1 = 0.159311 eV
exact bend fundamental = 0.160008 eV = 1290.55 cm-1
brute VCI[2] N=1 dim=25: x=6.968349e-04 err=0.0000e+00 small-N=0.0000e+00 bend err=1.2212e-15 eV
brute VCI[2] N=2 dim=113: x=1.392273e-03 err=1.3971e-06 small-N=1.3986e-06 bend err=6.9544e-04 eV
brute VCI[2] N=3 dim=265: x=2.086322e-03 err=4.1826e-06 small-N=4.1915e-06 bend err=1.3895e-03 eV
brute VCI[2] N=6 dim=1105: x=4.160225e-03 err=2.0784e-05 small-N=2.0895e-05 bend err=3.4634e-03 eV
per pair (N=6): VMP2 -6.803012e-04 eV, linearized CC -6.975364e-04 eV
VCC[2] N=1: E/N = 0.278891983 eV, max cross amplitude 0e+00
VCC[2] N=2: E/N = 0.278891983 eV, max cross amplitude 9e-21
VCC[2] response N=2: lowest excitation = 0.160008 eV
VCC[2] N=3: E/N = 0.278891983 eV, max cross amplitude 5e-20
N=3: full VCI E/N = 0.278891983 eV, ref weight 0.996989, VCI[4] error 2.10e-09 eV
trio extra/eV: w3 = 0.25 ; k133 k123 k3333 = 0.03 0.02 0.003 ; 4 modals
trio VCC[2]-full VCI (N=1) = 5.9951e-05 eV
trio E(2)-2E(1): VCC[2] 0e+00 eV, VCI[2] 2.2751e-06 eV
delocalized N=2: VSCF-2e0 = 4.0301e-04 eV, VCC[2]-2E1 = 7.0721e-04 eV
delocalized N=2: full VCI-2E1 = -2.8e-07 eV
f_k forced by factorization (5 sites): [1.       1.       0.5      0.166667 0.041667 0.008333]
two-level model: gap 0.7 eV, coupling 0.025 eV
  f2=0.0: E(4)-4E(1) = 1.349e-05 eV
  f2=0.25: E(4)-4E(1) = 6.773e-06 eV
  f2=0.5: E(4)-4E(1) = -4.337e-19 eV
  k=1: x/(V sqrt N) at N=1e10 = 0.9999, largest He zero = 1.0000
  k=2: x/(V sqrt N) at N=1e10 = 1.7317, largest He zero = 1.7321
  k=3: x/(V sqrt N) at N=1e10 = 2.3339, largest He zero = 2.3344
N, x_N/eV, fraction recovered, ZPE err/eV, bend err/eV, ref weight
     1 6.96835e-04 1.00000 -3.6754e-17 3.6754e-17 9.9900e-01
     2 1.39227e-03 0.99900 1.3971e-06 6.9544e-04 9.9799e-01
    10 6.90650e-03 0.99112 6.1847e-05 6.2097e-03 9.9000e-01
    30 2.03302e-02 0.97250 5.7486e-04 1.9633e-02 9.7030e-01
   100 6.38902e-02 0.91686 5.7933e-03 6.3193e-02 9.0438e-01
  1000 4.32716e-01 0.62097 2.6412e-01 4.3202e-01 3.6603e-01
 10000 1.90578e+00 0.27349 5.0626e+00 1.9051e+00 4.3169e-05
100000 6.73839e+00 0.09670 6.2945e+01 6.7377e+00 2.2477e-44
N=1e5: sigma sqrt N = 7.1004 eV, minus Dbar/2 = 6.7276 eV
N=30 VCI[2] ZPE error = 5.7486e-04 eV = 4.64 cm-1
N=30 VCI[2] bend error = 1.9633e-02 eV = 158.4 cm-1
N=30 VCI[2] bend = 0.179641 eV = 1448.9 cm-1
```
